# Is the relaxation-time thermal conductivity a guaranteed lower bound?

## Question

I am comparing the relaxation-time approximation (RTA) for phonon heat conduction with the full solution of the linearized Boltzmann equation. I was told that the RTA conductivity is a guaranteed lower bound, because the full conductivity obeys a variational principle and the RTA solution is one admissible trial function.

As a check I took two modes with equal drives and the collision matrix

$$
G=\begin{pmatrix}1&0.5\\0.5&1\end{pmatrix},\qquad b=(1,1).
$$

The matrix is symmetric and positive definite. The RTA gives $1+1=2$, but inverting the matrix gives $4/3$. Have I broken the variational principle? Can real phonon collisions produce such a matrix? And does positive off-diagonal coupling always push the conductivity below the RTA value?

## Answer

Your arithmetic is right and the variational principle is intact. The RTA trial function does give a lower bound, but that bound is not the RTA conductivity. Phonon merging combined with elastic scattering can produce your matrix. The answer to your last question is no: with unequal drives, strong positive coupling can raise the conductivity above the RTA value.

### What is being compared

Let mode $i$ have angular frequency $\omega_i$, velocity $v_i$ along the temperature gradient, and Bose occupation $n_i^0$. Write a small deviation as

$$
n_i=n_i^0+m_i\phi_i,\qquad m_i=n_i^0(n_i^0+1),
$$

and the linearized collision rate as $(dn_i/dt)_{\rm coll}=-\sum_jA_{ij}\phi_j$, where detailed balance makes $A$ symmetric. Since $dn_i^0/dT=m_i\hbar\omega_i/(k_BT^2)$, the steady Boltzmann equation is

$$
v_i\frac{m_i\hbar\omega_i}{k_BT^2}\nabla T=-\sum_jA_{ij}\phi_j .
$$

Now set $\phi_i=\psi_i/\sqrt{m_i}$ and define

$$
G_{ij}=\frac{A_{ij}}{\sqrt{m_im_j}},\qquad
b_i=\frac{\hbar\omega_iv_i\sqrt{m_i}}{T\sqrt{k_BV}},
$$

with $V$ the volume. Dividing the equation by $\sqrt{m_i}$ gives

$$
\frac1T\sqrt{\frac V{k_B}}\,b_i\nabla T=-\sum_jG_{ij}\psi_j .
$$

The heat flux is $J=V^{-1}\sum_i\hbar\omega_iv_im_i\phi_i=T\sqrt{k_B/V}\;b\cdot\psi$. Inserting $\psi$, the prefactors cancel and $J=-k\nabla T$ with

$$
k=b\cdot G^{-1}b .
$$

The drive is odd under reversal of the wave vector, so for a reversal-symmetric crystal the solution can be taken odd too. Energy conservation gives the full $G$ a zero mode, $\phi_i\propto\omega_i$, but that mode is even; $G^{-1}$ means the inverse among odd deviations. This inverse exists only if collisions damp every odd deviation. If all collisions conserved crystal momentum, $\phi_i\propto q_i$, with $q_i$ the wave-vector component along the gradient, would be an undamped odd deviation. I keep one representative of each pair $\pm i$, chosen so that both representatives carry heat the same way. Counting both directions gives $b_i^2=C_iv_i^2$, where $C_i$ is the heat capacity per volume of the pair. I assume that no collision process involves both $i$ and $-i$, so that folding the pair leaves the diagonal element equal to the ordinary out-scattering rate.

The RTA keeps the diagonal, with $\tau_i=1/G_{ii}$:

$$
k_R=\sum_i\frac{b_i^2}{G_{ii}}=\sum_iC_iv_i^2\tau_i .
$$

Below, "exact" means the exact solution of this linearized model.

### Two modes solved completely

Inverting the $2\times2$ matrix gives

$$
k=\frac{b_1^2G_{22}+b_2^2G_{11}-2b_1b_2G_{12}}{G_{11}G_{22}-G_{12}^2}.
$$

Divide numerator and denominator by $G_{11}G_{22}$, using

$$
y_i=\frac{b_i}{\sqrt{G_{ii}}},\quad r=\frac{y_2}{y_1}>0,\quad
c=\frac{G_{12}}{\sqrt{G_{11}G_{22}}},\quad s=\frac{2r}{1+r^2}.
$$

Then $k_R=y_1^2+y_2^2$ and $2y_1y_2=s\,k_R$, so

$$
\frac{k}{k_R}=\frac{1-cs}{1-c^2},\qquad
\frac{k}{k_R}-1=\frac{c(c-s)}{1-c^2}.
$$

Positive definiteness means $|c|<1$, so the denominator is positive. Hence

$$
k<k_R\quad\text{if and only if}\quad 0<c<s .
$$

For $r=1$ we have $s=1$, and every allowed positive coupling lowers the conductivity: $k/k_R=1/(1+c)$. Your case has $c=0.5$, hence $2/3$.

Keep your matrix but change the drives to $(1,0.2)$. Now $s=0.4/1.04=0.385$, which is smaller than $c$. The RTA gives $1.04$ and the exact result is $(1.04-0.2)/0.75=1.12$. To see why, solve $Gx=b$: $x_1=(1-0.1)/0.75=1.2$ and $x_2=(0.2-0.5)/0.75=-0.4$. The weakly driven mode is pushed backward. Its contribution falls from the RTA value $0.04$ to $-0.2\times0.4=-0.08$, but the strong mode contributes $1.2$ instead of $1$, so the total rises by $0.08$.

The sign of $G_{12}$ alone has no meaning. Choosing the opposite representative of one pair reverses both $G_{12}$ and that mode's drive; the product $G_{12}b_1b_2$ is unchanged.

### What the variational principle guarantees

For positive-definite $G$, write $b\cdot x=(G^{-1/2}b)\cdot(G^{1/2}x)$. The Cauchy–Schwarz inequality gives

$$
k\ge\frac{(b\cdot x)^2}{x\cdot Gx}
$$

for any nonzero $x$. Insert the RTA trial $x_i=b_i/G_{ii}$. The numerator is $k_R^2$. The diagonal part of the denominator is $\sum_iG_{ii}x_i^2=k_R$, and the rest is

$$
O=\sum_{i\ne j}x_iG_{ij}x_j .
$$

The guaranteed bound is therefore

$$
k\ge k_V=\frac{k_R^2}{k_R+O}.
$$

The argument you were given sets $O=0$. If $O\le0$, then $k\ge k_V\ge k_R$, and the RTA value is a lower bound. If $O>0$, this argument does not decide. In your case $O=1$ and $k_V=4/3$, equal to the exact result. With drives $(1,0.2)$, $O=0.2$ and $k_V=1.04^2/1.24=0.87$, although the exact value lies above the RTA. So $O\le0$ is sufficient but not necessary.

### How far below can it go?

At fixed $r$, the derivative of $(1-cs)/(1-c^2)$ with respect to $c$ has the sign of

$$
-s(1-c^2)+2c(1-cs)=-s+2c-sc^2 .
$$

Let $\rho=\min(r,1/r)$, so that $s=2\rho/(1+\rho^2)$. The roots are $\rho$ and $1/\rho$. For $\rho<1$ the expression is negative below $c=\rho$ and positive from there to $c=1$, so the minimum is

$$
\left(\frac{k}{k_R}\right)_{\min}
=\frac{1-2\rho^2/(1+\rho^2)}{1-\rho^2}
=\frac1{1+\rho^2}>\frac12 .
$$

For $\rho=1$ the ratio $1/(1+c)$ approaches one half as $c\to1$ without reaching it.

For $N$ modes, set $z_i=\sqrt{G_{ii}}\,x_i$ in the RTA trial. Then $z\cdot z=k_R$, while $x\cdot Gx=z\cdot\tilde Gz$, where $\tilde G$ has unit diagonal. Its eigenvalues are positive and sum to $N$, so none exceeds $N$. Thus $x\cdot Gx\le Nk_R$ and

$$
k\ge k_R/N .
$$

Equal drives with all couplings equal to $c$ approach this limit: $(1,\dots,1)$ is an eigenvector with eigenvalue $1+(N-1)c$, so $k/k_R=1/[1+(N-1)c]\to1/N$ as $c\to1$.

### A collision process that does this

Let phonons 1 and 2, moving the same way, merge into a zone-boundary phonon $Q$ with zero group velocity. The net merging rate is

$$
R=K\left[n_1n_2(n_Q+1)-(n_1+1)(n_2+1)n_Q\right].
$$

Factor out $(n_1+1)(n_2+1)(n_Q+1)$. What remains is

$$
\frac{n_1}{n_1+1}\frac{n_2}{n_2+1}-\frac{n_Q}{n_Q+1},
$$

which vanishes in equilibrium because $\omega_1+\omega_2=\omega_Q$. Only its own variation therefore matters at first order. Since $\delta\ln[n/(n+1)]=\delta n/[n(n+1)]=\phi$,

$$
R\simeq\Lambda(\phi_1+\phi_2-\phi_Q),\qquad
\Lambda=Kn_1^0n_2^0(n_Q^0+1).
$$

The wave vectors $Q$ and $-Q$ differ by a reciprocal-lattice vector and label the same state. An odd deviation must satisfy $\phi_Q=-\phi_Q$, so $\phi_Q=0$. Phonons 1 and 2 are each lost at the rate $\Lambda(\phi_1+\phi_2)$. The off-diagonal element is positive because an excess of phonon 2 speeds up the destruction of phonon 1.

Add elastic scattering at rates $g_i$ into sideways-moving states of the same frequency. Modes $i$ and $-i$ feed these states equally, so their odd response is zero. Then

$$
G_{ii}=\frac{\Lambda}{m_i}+g_i,\qquad G_{12}=\frac{\Lambda}{\sqrt{m_1m_2}},
$$

$$
\det G=g_1g_2+\frac{g_1\Lambda}{m_2}+\frac{g_2\Lambda}{m_1}>0 .
$$

Energy is conserved throughout; the merging removes heat current.

In units where both diagonal elements are 1, your matrix follows from $\Lambda=\sqrt{m_1m_2}/2$ and $g_i=1-\Lambda/m_i$. Both elastic rates are positive when $m_1/m_2$ lies between $1/4$ and $4$.

### Numbers on the scale of silicon

Take two branches $f_{L,T}\sin(qa/2)$ with $f_L=11$ THz, $f_T=4.4$ THz and $a=0.25$ nm, at 300 K. Put $\theta=q_1a/2$. Since $q_1+q_2=\pi/a$, energy conservation reads $f_L\sin\theta+f_T\cos\theta=f_L$, or $(1-\sin\theta)/\cos\theta=0.4$. This gives $\sin\theta=0.724$ and $\cos\theta=0.690$, hence frequencies of 7.97 and 3.03 THz. The velocities are $v_1=\pi af_L\cos\theta=5.96$ km/s and $v_2=\pi af_T\sin\theta=2.50$ km/s.

The single line of wave vectors is a simplification. Exactly on a high-symmetry axis of silicon, symmetry forbids a longitudinal and a transverse phonon from merging into a longitudinal one. The process can become allowed when the two wave vectors tilt to opposite sides of the axis, with their sum still equal to $Q$. If they tilt within a mirror plane, the transverse phonon must be polarized in that plane. A motionless longitudinal $Q$ exists at the L point of silicon; at X the longitudinal branches meet with nonzero slope, so the model does not apply there. The one-dimensional branches stand for such slightly tilted phonons, and the merging strength is a chosen value, not one derived for silicon.

I choose $K$ so that mode 1 merges at 0.100/ps. With $n_1^0=0.388$ and $n_2^0=1.600$, $m_1=0.539$ and $m_2=4.16$, so mode 2 merges at $0.100\times0.539/4.16=0.0130$/ps. Elastic rates of 0.05 and 0.01/ps complete the matrix:

$$
G_{11}=0.150,\quad G_{22}=0.0230,\quad G_{12}=0.0360\quad\text{(1/ps)}.
$$

With 5 copies of each state per nm³, the pair heat capacities are 121 and 135 kJ/(m³ K). For mode 1 the RTA contribution is

$$
\frac{(1.21\times10^5)(5.96\times10^3)^2}{1.50\times10^{11}}
\simeq28.6\ \text{W/(m K)}.
$$

Mode 2 gives 36.9, so $k_R=65.5$ W/(m K). The couplings are $c=0.613$, $r=1.137$ and $s=0.992$, hence

$$
\frac{k}{k_R}=\frac{1-0.613\times0.992}{1-0.613^2}=0.628,
\qquad k=41.1\ \text{W/(m K)}.
$$

The modes now contribute 13.9 and 27.3 W/(m K). The variational bound is $k_V=k_R/(1+cs)=40.7$ W/(m K), correctly below $k$. Linearizing the nonlinear rates of all the states numerically and solving the full transport equation gives the same 41.1 W/(m K); the values are in the numerical output.

### Why weaker elastic scattering reverses the inequality in this model

Hold $K$ and the temperature fixed and multiply both elastic rates by one factor. At a factor of 0.034, $c=s=0.979$ and the two conductivities coincide. At 0.001 the exact value is 17.7 times the RTA value.

The cause is the counterflow $\phi_1=-\phi_2$, which merging does not damp. In the variables $\psi_i$ it is $u=(\sqrt{m_1},-\sqrt{m_2})$, with $u\cdot Gu=g_1m_1+g_2m_2$. The variational principle gives

$$
k\ge\frac{(b_1\sqrt{m_1}-b_2\sqrt{m_2})^2}{g_1m_1+g_2m_2}.
$$

Here the numerator is nonzero, so in this model $k$ diverges as the elastic rates vanish, while $k_R$ stays finite because merging still limits each separate lifetime. In a real crystal other phonon collisions also damp the counterflow. Suppose such damping adds a fraction $\epsilon$ of its merging rate to each mode and elastic scattering is absent. Then $c=1/(1+\epsilon)$ and $r=b_2\sqrt{m_2}/(b_1\sqrt{m_1})$, so $k<k_R$ requires $\epsilon>1/s-1$. For the branches above $s=0.978$ and 3% suffices; for the L-point branches of the next section $s=0.65$ and about 54% is needed. Cleaning a real crystal therefore need not reverse the inequality, but whether it does depends on the dispersion and on the other collisions. If the two terms in the numerator were equal, the drive would have no component along the counterflow and this divergence would be absent.

### What this says about real silicon

The longitudinal maximum and speed are roughly silicon-like. The transverse maximum is closer to silicon's value at X than to the roughly 3.4 THz at L, and the model's long-wavelength transverse speed, $\pi af_T\simeq3.5$ km/s, is low. With values closer to the L point ($f_L=11.35$ THz, $f_T=3.43$ THz, $a=0.3135$ nm) and the same $K$ and elastic rates, $k/k_R$ is 0.78 instead of 0.63, so the size of the effect depends on these choices. The elastic rates are chosen for illustration, not calculated for silicon. Natural isotope scattering alone is much weaker: Tamura's formula gives about 0.002 to 0.009/ps for mode 1 and 0.0002 to 0.0016/ps for mode 2, depending on the force-constant model used for the density of states; within one model, refining the wave-vector mesh and smearing shifts the rates by about 10%. For the 11 and 4.4 THz branches these models give two-mode ratios between about 0.6 and 0.94; for example, 0.003/ps combined with 0.0005 or 0.001/ps gives 0.82 or 0.68. With the L-point branches the same two pairs of rates give 4.2 and 2.5, above one, so at isotope-level rates even the sign of $k-k_R$ in this model depends on the dispersion chosen. Bulk silicon conducts roughly 150 W/(m K) near room temperature, through many more modes than these.

In a real crystal the pair is not isolated, and this can change the ratio considerably. Splitting processes, for example, give negative coupling between the phonon that splits and a product that carries heat the same way; for a product that carries heat backward, the coupling is positive in the convention used here. To illustrate the effect, add a process $1\to2+s$, where $s$ here denotes a third phonon, assumed motionless and with no odd response. Its rate contains $\phi_1-\phi_2$, and it raises $k/k_R$ to 0.81 at half the merging weight and to 1 at equal weight. This particular process is not available to the two phonons above: $s$ would need a frequency of 4.9 THz at a wave vector of 0.39/nm, where the acoustic branches lie at about 0.6 THz or below. Other splitting partners would have to play this role. Separately, adding uncoupled modes that carry as much heat as the pair's RTA value also gives 0.81.

The following changes matter less here. Adding boundary rates $v_i/L$ for $L=10$ µm gives 0.629. With $K$ and $g_i$ fixed, the ratio is 0.69 at 200 K and 0.60 at 400 K. Scattering rates are at most 0.3% of the angular frequencies, which supports treating these phonons as well-defined carriers. Four-phonon processes and the full three-dimensional scattering network are left out, so the example disproves the general bound without predicting the sign of the RTA error in bulk silicon. For a given material, evaluate $O$: a value of zero or less establishes $k\ge k_R$, while a positive value leaves the order open until a better trial function or the full solution decides it.

## Values computed for the example and the checks

```
Toy diagonal element: 1
Toy off-diagonal element: 0.5
Toy drives 1,1: exact k: 1.3333
Toy drives 1,1: RTA k: 2
Toy drives 1,0.2: exact k: 1.12
Toy drives 1,0.2: RTA k: 1.04
Temperature: 300 K
Longitudinal branch maximum: 11 THz
Transverse branch maximum: 4.4 THz
Effective spacing: 0.25 nm
State sets per volume: 5 1/nm^3
Mode 1 frequency: 7.9655 THz
Mode 2 frequency: 3.0345 THz
Mode 1 wave vector: 6.4783 1/nm
Mode 2 wave vector: 6.0881 1/nm
Mode 1 velocity: 5.9582 km/s
Mode 2 velocity: 2.5024 km/s
Mode 1 occupation: 0.38818
Mode 2 occupation: 1.6003
Mode Q occupation: 0.20786
Merging strength K: 0.071818 1/ps
Merging weight Lambda: 0.053886 1/ps
Mode 1 merging rate: 0.1 1/ps
Mode 2 merging rate: 0.01295 1/ps
Mode 1 elastic rate: 0.05 1/ps
Mode 2 elastic rate: 0.01 1/ps
G11: 0.15 1/ps
G22: 0.02295 1/ps
G12: 0.035986 1/ps
Smaller eigenvalue of G: 0.013465 1/ps
Heat capacity C1, both directions: 120.81 kJ/(m^3 K)
Heat capacity C2, both directions: 135.39 kJ/(m^3 K)
Coupling c: 0.61333
Drive ratio r: 1.1367
Threshold s: 0.99185
RTA mode 1: 28.591 W/(m K)
RTA mode 2: 36.942 W/(m K)
RTA total: 65.533 W/(m K)
Exact mode 1: 13.879 W/(m K)
Exact mode 2: 27.266 W/(m K)
Exact total: 41.145 W/(m K)
Exact/RTA: 0.62785
Variational lower bound: 40.746 W/(m K)
Elastic-rate factor at reversal: 0.033819
Coupling c at reversal: 0.97895
Exact/RTA at elastic factor 0.001: 17.745
Exact/RTA, half-weight splitting: 0.8127
Exact/RTA, equal-weight splitting: 1
Exact/RTA with equal parallel RTA heat: 0.81393
Exact/RTA with 10 um boundaries: 0.62905
Exact/RTA at 200 K: 0.68993
Exact/RTA at 400 K: 0.59834
Mode 1 RTA mean free path: 39.721 nm
Mode 2 RTA mean free path: 109.04 nm
Largest rate/angular frequency: 0.0029971
Mean rate/angular branch spacing: 0.0027911
```
